Failure Bounds for a Series Interconnect with Arbitrarily Dependent Elements

A chip has 1000 critical interconnect segments, and the failure probability of each after ten years has been estimated. Can the design be accepted against a limit on the failure probability of the whole chip, or must the dependence between segments be measured first? Multiplying survival probabilities assumes independence, yet segments share a die temperature, a process run and a supply voltage. What follows finds what the element probabilities settle by themselves.

**What counts as a failure**

Let T_i be the latent lifetime of element i: the time at which it would fail if its stress were maintained, whether or not another element had failed before. For a fixed time t define

F_i = {T_i ≤ t},  p_i = P(F_i).

The system is in series in the reliability sense. It has failed by t if at least one element has, so its failure event F is the union of the F_i. The wires need not form one electrical chain. If they do, the first open circuit stops the current and protects the remaining elements. The latent definition keeps the p_i equal to what single-element tests measure, provided that each element carries its test-equivalent stress until the first failure.

**Two elements**

For two elements, adding p_1 and p_2 counts the joint event twice, so

P(F) = p_1 + p_2 − c,  c = P(F_1 and F_2).

All the dependence sits in c. The joint event is contained in each single event, so c ≤ min(p_1, p_2). Also P(F) ≤ 1 requires c ≥ p_1 + p_2 − 1, and a probability cannot be negative. Hence

max(0, p_1 + p_2 − 1) ≤ c ≤ min(p_1, p_2).

Because c enters with a minus sign, its largest value gives the smallest P(F):

p_1 + p_2 − min(p_1, p_2) = max(p_1, p_2).

Its smallest value gives the largest P(F):

p_1 + p_2 − max(0, p_1 + p_2 − 1) = min(p_1 + p_2, 1).

As a limit, let p_2 = 0. Both bounds become p_1, as they should when the second element cannot fail.

**Any number of elements**

For n elements, inclusion and exclusion would bring in many joint probabilities. Indicators avoid them. Let X_i = 1 if F_i occurs and 0 otherwise, let X = 1 if F occurs and 0 otherwise, and let K = X_1 + … + X_n be the number of failed elements. For every outcome and every j,

X_j ≤ X ≤ K,  X ≤ 1.

The first inequality holds because a failed element means a failed system. The second holds because a failed system has K ≥ 1, while a working one has X = K = 0.

Now take expectations. The expectation of an indicator is the probability of its event, expectation preserves order, and the expectation of a sum is the sum of expectations even for dependent variables. Therefore

p_j ≤ P(F) ≤ Σ p_i,  P(F) ≤ 1.

The left inequality holds for every j, so it holds for the largest p_j. The two upper limits hold together, so the smaller one applies:

max p_i ≤ P(F) ≤ min(1, Σ p_i).

This proves the statement without any assumption on dependence. Since Σ p_i ≤ n max p_i, the two bounds differ by at most a factor n. For n = 1 they coincide.

The distance from each bound has a direct meaning. Let m be an element with the largest probability. Since F_m is part of F,

P(F) − p_m = P(F occurs but F_m does not).

The lower bound is therefore met when, apart from events of zero probability, the system never fails without element m. For the sum, K − X is 0 when K = 0 and K − 1 when K ≥ 1, so

Σ p_i − P(F) = E[max(K − 1, 0)].

The sum overcounts by the mean number of failures beyond the first. The sum equals P(F) exactly when every pair of elements has zero probability of both failing by t.

**Can the bounds be narrowed?**

With the p_i alone they cannot, because joint laws exist that reach them.

For the lower bound, draw one number U uniformly between 0 and 1 and let F_i occur when U ≤ p_i. Each element has its required probability, and the events are nested. Their union is the largest of them, so P(F) = max p_i. Physically, one shared cause acts on all elements, and no other element has failed by t unless the weakest has failed too.

For the upper bound, take a circle of circumference 1 and lay arcs of lengths p_1, p_2, … on it end to end, continuing around if necessary. Choose a point uniformly on the circle and let F_i occur when it falls in arc i. Again P(F_i) = p_i. If Σ p_i ≤ 1, the arcs do not overlap and cover length Σ p_i. If Σ p_i > 1, they go round at least once and cover the whole circle. In both cases P(F) = min(1, Σ p_i).

Values in between follow by mixing. Use the arc law with probability λ and the nested law otherwise. Each marginal remains (1 − λ)p_i + λp_i = p_i, while

P(F) = (1 − λ) max p_i + λ min(1, Σ p_i).

As λ runs from 0 to 1, this takes every value between the bounds.

Knowing the full lifetime distribution of each element does not narrow the range at a single chosen t. Once the F_i are drawn, draw T_i from its own distribution restricted to T_i ≤ t if F_i occurred, and restricted to T_i > t if not. The two parts have weights p_i and 1 − p_i, so they recombine into the original distribution.

Four elements give a small test. Their joint law has 2⁴ = 16 weights, one for each pattern of failures. Linear optimisation over all non-negative weights with the prescribed marginals finds the extreme values of P(F) without using the proof:

p = (0.05, 0.10, 0.15, 0.20): minimum 0.20, maximum 0.50

p = (0.20, 0.30, 0.40, 0.50): minimum 0.50, maximum 1.00

In the second case the sum is 1.40, and the cap at 1 takes over.

**Where independence lies**

For independent elements the survival probabilities multiply:

P_ind = 1 − Π(1 − p_i).

Let S = Σ p_i. The convex function exp(−x) lies above its tangent at x = 0, so 1 − x ≤ exp(−x). Multiplying these non-negative factors gives Π(1 − p_i) ≤ exp(−S), and hence

P_ind ≥ 1 − exp(−S).

The right side is concave in S. Between S = 0 and S = 1 it therefore lies above the chord joining its end values, which is (1 − 1/e)S. Beyond S = 1 it continues to rise. Thus

P_ind ≥ (1 − 1/e) min(1, S).

Since 1 − 1/e = 0.632, the upper bound exceeds the independent value by at most a factor 1.58. A case close to this limit is 1000 independent elements with p_i = 0.001: the sum is 1, while P_ind = 0.6323.

For small S the agreement is much closer. Define h(S) = 1 − exp(−S) − S + S²/2. Then h(0) = 0, and h′(S) = exp(−S) − 1 + S ≥ 0 by the tangent inequality. So h(S) ≥ 0 for S ≥ 0, which means

S − S²/2 ≤ P_ind ≤ S.

These results belong to independence. Four nested events with p_i = 0.1 have P(F) = 0.1, a quarter of their sum.

**From probability to lifetime**

A designer may instead fix a failure target q, with 0 < q < 1, and ask for the lifetime. Let each p_i(t) be continuous and strictly increasing from 0 towards 1. Define t_S by Σ p_i(t_S) = q and t_M by max p_i(t_M) = q. Let t_q be the earliest time at which the system failure probability reaches q.

For t < t_S, the system probability is at most Σ p_i(t) < q, so t_q ≥ t_S. At t_M it is at least max p_i(t_M) = q, so t_q ≤ t_M. Together,

t_S ≤ t_q ≤ t_M.

For one element the two times coincide.

**A chip with 1000 segments**

Take 900 segments of width 60 nm and 100 of width 45 nm. All are 100 nm thick and 50 μm long. Each has its own driver supplying 90 μA, and there is no redundancy. Since 1 μA/nm² = 100 MA/cm², the current densities are

100 × 90/(60 × 100) = 1.5 MA/cm²,

100 × 90/(45 × 100) = 2.0 MA/cm².

The failure mechanism is electromigration. Each lifetime is taken as lognormal, with a median scaled from an accelerated test by Black's equation with current exponent one:

t50 = t50,test (j_test/j) exp[(E_a/k_B)(1/T − 1/T_test)].

The test median is 50 h at 2.0 MA/cm² and 573 K, taken equal for both widths. With E_a = 0.90 eV and T = 378 K, the exponential is 12122. Using 8766 h per year, the medians are

wide: 50 × (2.0/1.5) × 12122/8766 = 92.2 years,

narrow: 50 × 12122/8766 = 69.1 years.

Let σ = 0.50 be the standard deviation of ln T_i, and Φ the standard normal distribution function. Then p_i = Φ(s_i), with s_i = ln(t/t50,i)/σ. At t = 10 years,

wide: s = −4.443, p = 4.44 × 10⁻⁶,

narrow: s = −3.867, p = 5.50 × 10⁻⁵.

The wide segments contribute 900p = 0.00400 to the sum and the narrow ones 100p = 0.00550. Hence

5.5 × 10⁻⁵ ≤ P(F) ≤ 9.5 × 10⁻³,

or 0.0055 % to 0.95 %. If these marginals are right, a 1 % limit is met under any dependence. A 0.1 % limit is neither guaranteed nor excluded; it needs information about dependence, or better segments.

Independence gives 9.46 × 10⁻³, which is 99.5 % of the upper bound. The small-S formula explains this: the deficit is at most S²/2 = 4.5 × 10⁻⁵. With these marginals, no form of dependence can raise the failure probability by more than about 0.5 % above its independent value, but dependence can lower it greatly.

To see how fast it falls, keep the marginals fixed and write

ln T_i = ln t50,i + σ[√ρ Z + √(1 − ρ) ε_i],

with independent standard normal Z and ε_i. The bracket has variance ρ + (1 − ρ) = 1, and two log lifetimes have correlation ρ. For given Z = z the elements are independent, with failure probabilities Φ[(s_i − √ρ z)/√(1 − ρ)]. Averaging the independent-system result over Z gives

ρ = 0: 9.5 × 10⁻³

ρ = 0.3: 7.7 × 10⁻³

ρ = 0.6: 3.6 × 10⁻³

ρ = 0.9: 6.8 × 10⁻⁴

At ρ = 1, element i fails when Z ≤ s_i. The events are nested and the lower bound is reached. Yet at ρ = 0.9 the result is still about 12 times that bound, so strong correlation alone does not justify using it.

The averaging was tested at 20 years and ρ = 0.6 by drawing all lifetimes for 4000 chips and recording each first failure. The sampled failure fraction was 0.160 with standard error 0.006, against 0.158 from the average over Z.

For a 0.1 % target, the lifetime bounds are 7.8 years and about 15 years; ρ = 0.6 gives 8.4 years. The probability bounds at 10 years differ by a factor of 173, but the lifetime bounds for this target differ only by a factor of 1.9, because the lognormal tail is steep. With φ the normal density and s < 0,

d ln p/d ln t = φ(s)/[σΦ(s)] > |s|/σ.

The inequality follows from u/s > 1 for u < s, which gives Φ(s) < ∫(u/s)φ(u)du = φ(s)/|s|, the integral running from −∞ to s. For the narrow segments at 10 years, |s|/σ = 7.7: the probability rises locally faster than the seventh power of time.

**Shared temperature and the right marginals**

Suppose now that the die temperature differs between chips, with mean 378 K and standard deviation 3 K, and that segments are independent once it is given. The ten-year system probability becomes 3.4 × 10⁻², which is 3.6 times the sum calculated at 378 K. The theorem has not failed; the nominal p_i are not the marginals of this population.

Averaging over temperature gives p = 2.26 × 10⁻⁵ for wide and 1.92 × 10⁻⁴ for narrow segments. The correct bounds are 1.9 × 10⁻⁴ and 4.0 × 10⁻², and the system value lies between them.

The size of the shift can be estimated. A uniform rise of 5 K multiplies the nominal sum by 18.1. If its logarithm is treated as linear in temperature, the slope is a = ln(18.1)/5 = 0.58 per K. The average of exp(aΔT) over a normal ΔT with standard deviation 3 K is exp[(3a)²/2] ≈ 4.5. The computed sum rises by 0.0396/0.0095 = 4.2. The estimate is rough, because the logarithm bends downward: the slope at 378 K itself is 0.63 per K and would give 6.1. The slope over 5 K serves better because the weighted average is dominated by chips about a × (3 K)² ≈ 5 K above the mean. Hot chips add more failures than equally cold chips remove.

**How far to trust the example**

The parameters are rough values in the regime of copper dual-damascene lines. The continuous current density at use is on the high side, and for the narrow lines it equals the test value, so their acceleration is entirely thermal. The following changes are made one at a time, with the test median fixed. The factor is the new upper bound divided by 9.5 × 10⁻³.

- Temperature higher by 5 K: 18.
- Activation energy lower by 0.05 eV: 57.
- σ = 0.60 instead of 0.50: 17.
- An early-failure fraction of 10⁻⁵ per element: 2.1.
- Joule heating of an isolated line: 1.11.
- Back stress in short lines, if fully developed from the start: 0.056 (an optimistic extreme; see below).

Real short lines break the assumption that the full current density drives damage, because the accumulated metal pushes back. With a rough critical product of 3000 A/cm, taken equal at test and use, the driving density falls by 3000 A/cm divided by the line length. That is 0.60 MA/cm² for the 50 μm segments and 0.15 MA/cm² for a 200 μm test line. The medians grow by (1.85/0.90)/(2.0/1.5) = 1.54 for wide and 1.85/1.40 = 1.32 for narrow segments, and the upper bound falls to 5.3 × 10⁻⁴. This rule assumes that the full back stress acts from the start. In fact the stress builds up by diffusion along the line, and here jL is 2.5 and 3.3 times the critical product, so failure can come before the build-up is complete. In a time-dependent stress-diffusion model with the same critical product, growth of a void at the cathode end is slowed only by factors of 1.10 and 1.04, which multiplies the upper bound by about 0.6, and the time to nucleate a void is practically unchanged. The benefit is therefore strongly model-dependent, and 0.056 should not be counted on.

The heating estimate replaces each line by a long cylinder of the same cross-sectional area A, with radius r = √(A/π) and its axis h = 1000 nm above a plane heat sink. With resistivity 5 μΩ cm, the heat released per unit length is w = I² × resistivity/A. An equal and opposite mirror source below the plane keeps the plane at constant temperature, and the cylinder surface is then warmer by w arccosh(h/r)/(2πκ), where κ = 0.3 W/(m K) is the dielectric conductivity. This gives rises of 0.14 K for wide and 0.19 K for narrow segments; the actual rectangular sections give about 0.13 K and 0.18 K. Heat from neighbouring lines is left out. A neighbour with the same w at distance d adds about w ln[1 + (2h/d)²]/(4πκ). In a wide, dense array of pitch b the heat flows almost straight down to the sink, and the total rise is about wh/(κb). For 60 nm lines at a pitch of 120 nm, all carrying 90 μA, this is about 1.9 K (1.8 K when the rectangular sections are resolved), more than ten times the rise from a line's own current. A uniform rise of 1.8 K multiplies the upper bound by about 3. The small heating factor in the list therefore applies only to isolated lines.

The inequality is exact for the true marginals, but these shifts show that 0.95 % is not an established upper limit for a real chip. Acceptance should use marginals that include the uncertainty and spread of the inputs.

**When the series statement fails**

Redundancy can break the lower bound. If two independent parallel paths each fail with probability 0.1 and either one suffices, the system fails with probability 0.01, below the largest element probability. Real parallel lines share current and are not independent: if the survivor's damage rate doubles after the first failure, the value for σ = 0.50 is about 0.026, still below 0.1.

A limit on total resistance can break the upper bound. Let an element fail at a 10 % rise of a reference resistance, and let the same limit apply to the sum over a chain. Two elements that each add 6 % exceed the system limit although neither has failed.

For a true series system with correct marginals, the decision against a limit q is then simple. Accept if Σ p_i ≤ q, and reject if max p_i > q. Between these cases the marginals do not decide, and the dependence has to be established. The values used here are in the numerical output below.

Table of computed values

```
small case p: [0.05 0.1  0.15 0.2 ], sum 0.50
  linear program min, max: 0.2000, 0.5000
large case p: [0.2 0.3 0.4 0.5], sum 1.40
  linear program min, max: 0.5000, 1.0000
independent/upper floor 1-1/e: 0.6321; inverse 1.5820
1000 independent elements, p=0.001 each: 0.6323
segments: [900 100]; widths: [60. 45.] nm; thickness 100 nm
segment length 50 um; test line 200 um
current 90 uA; use density [1.5 2. ] MA/cm2
test: 2.0 MA/cm2, 573 K, median 50 h
use 378 K; Ea 0.90 eV; sigma 0.50; time 10 years
thermal acceleration: 12122
median lives: 92.2, 69.1 years
normal scores at use time: -4.443, -3.867
element probabilities: 4.444e-06, 5.504e-05
class sums: 4.000e-03, 5.504e-03
system limits: 5.504e-05 to 9.504e-03; ratio 172.7
independent system: 9.459e-03; over upper 0.9953
  correlation 0.0: system probability 9.459e-03
  correlation 0.3: system probability 7.699e-03
  correlation 0.6: system probability 3.645e-03
  correlation 0.9: system probability 6.790e-04
sampling check, 20 years, correlation 0.6:
  sampled 0.1595, quadrature 0.1581, s.e. 0.0058
time to failure probability 0.001: 7.81 to 14.75 years
  with correlation 0.6: 8.44 years
die temperature standard deviation: 3.0 K
  averaged element p: 2.258e-05, 1.923e-04
  true limits 1.923e-04 to 3.955e-02; system 3.440e-02
  system over nominal sum: 3.62
Joule inputs: 5.0 uohm cm, 0.3 W/(m K)
  height 1000 nm; rises 0.137, 0.189 K
j*length: 7500, 10000; critical 3000 A/cm
effect: lower limit, upper limit, upper/base
  5 K hotter: 8.281e-04, 1.720e-01, 18.103
  Ea lower by 0.05 eV: 2.383e-03, 5.439e-01, 57.233
  sigma 0.60: 6.350e-04, 1.597e-01, 16.803
  back stress: 4.830e-06, 5.328e-04, 0.056
  Joule heating: 6.163e-05, 1.055e-02, 1.110
  early fraction 1e-5: 6.504e-05, 1.950e-02, 2.052
```
